# When a Good Hanle Fit Underestimates the Spin Lifetime: Absorbing Contacts

A strip of graphene carries two narrow cobalt electrodes a few micrometres apart. A current through the first injects spins, which diffuse along the strip. The second draws no current and measures a voltage proportional to the spin accumulation beneath it. A magnetic field perpendicular to the strip makes the spins precess on the way. The voltage at first falls as the field grows, because the arriving spins have turned away from the detector's magnetisation. They also arrive after different times, and so at different angles, which damps the oscillation that would otherwise follow. This is the Hanle curve. A formula containing diffusion, precession and a spin lifetime is fitted to it and follows the data closely. Is the fitted lifetime that of spins in the strip?

It need not be. Spins can also leave through the electrodes. The case below has an intrinsic lifetime of 1 ns, yet a fit that explains 99.9 % of the variance of the curve returns 0.24 ns.

## The contact as a sink

Let $V_s$ be half the difference between the spin-up and spin-down electrochemical potentials in the channel, in volts, and let $V_N$ be their mean. A contact of resistance $R_c$ and polarisation $P$ has spin conductances $(1\pm P)/(2R_c)$. The ferromagnet is at potential $V_F$, and its own spin accumulation is neglected. The currents into the channel are

$$I_\uparrow=\frac{1+P}{2R_c}(V_F-V_N-V_s),\qquad I_\downarrow=\frac{1-P}{2R_c}(V_F-V_N+V_s).$$

Their sum and difference are

$$I=\frac{V_F-V_N-PV_s}{R_c},\qquad I_s=\frac{P(V_F-V_N)-V_s}{R_c}.$$

The first gives $V_F-V_N=IR_c+PV_s$. Inserting this in the second,

$$I_s=PI-\frac{1-P^2}{R_c}V_s .$$

The first term is injection. The second is a return flow of spin into the ferromagnet, and it persists when $I=0$. The detector therefore absorbs spins too, while it reads $V_F-V_N=PV_s$.

This holds for spins along the magnetisation. I take the same absorption for spins across it. For a tunnel contact the transverse conductance is $1/R_c$ instead of $(1-P^2)/R_c$, a difference of 1 % at $P=0.1$. More transparent contacts can absorb transverse spins more strongly, a case taken up below.

## The Hanle curve with absorption

The channel has width $W$, sheet resistance $R_{sq}$, diffusion constant $D$ and intrinsic lifetime $\tau$, and extends far beyond both contacts. The injector is at $x=0$ and the detector at $x=L$, with equal $R_c$, equal $P$ and parallel magnetisations.

The two in-plane spin components are combined into a complex $V_s$, whose real part lies along the magnetisation. Precession at the rate $\omega=g\mu_BB/\hbar$ multiplies it by $e^{-i\omega t}$. Between the contacts the steady state obeys

$$D\,V_s''-\left(\frac1\tau+i\omega\right)V_s=0,\qquad \kappa^2=\frac{1/\tau+i\omega}{D},\quad \mathrm{Re}\,\kappa>0 .$$

The spin current in the channel is $-(W/R_{sq})V_s'$. At each contact its jump equals the spin current $I_s$ supplied there. Write $V_s=PI(R_{sq}/W)F$ and define the absorption length

$$\ell=\frac{R_cW}{(1-P^2)R_{sq}} .$$

The jumps of the slope are then

$$-[F']_{0}=1-\frac{F(0)}{\ell},\qquad -[F']_{L}=-\frac{F(L)}{\ell}.$$

A source of strength $q$ at $x_0$ produces $q\,e^{-\kappa|x-x_0|}/(2\kappa)$, since the slope of this function drops by $q$ at $x_0$. Adding the contributions of both contacts, with $E=e^{-\kappa L}$ and $a=1/(2\kappa\ell)$, gives

$$(1+a)F(0)+aE\,F(L)=\frac1{2\kappa},\qquad aE\,F(0)+(1+a)F(L)=\frac{E}{2\kappa}.$$

Multiply the second equation by $1+a$, the first by $aE$, and subtract. The right side becomes $[(1+a)E-aE]/(2\kappa)=E/(2\kappa)$, so

$$F(L)=\frac{E}{2\kappa}\,\frac{1}{(1+a)^2-a^2E^2},\qquad R_{NL}=P^2\frac{R_{sq}}{W}\,\mathrm{Re}\,F(L).$$

Here $R_{NL}$ is the detector voltage divided by $I$, without any spin-independent offset. Half the difference between parallel and antiparallel signals removes such an offset. The fit that ignores absorption sets $a=0$ and keeps only $E/(2\kappa)$.

## The counter-example

Take $D=200\ \mathrm{cm^2/s}$, $\tau=1$ ns, $L=5$ µm, $W=1$ µm, $R_c=1$ kΩ and $P=0.1$. The carrier density is $2\times10^{12}\ \mathrm{cm^{-2}}$ and the Fermi velocity $v=10^6$ m/s. For degenerate graphene the Fermi energy is $E_F=\hbar v\sqrt{\pi n}=0.165$ eV, and the Einstein relation

$$\frac1{R_{sq}}=e^2\,\frac{2E_F}{\pi(\hbar v)^2}\,D$$

gives $R_{sq}=1287$ Ω. The two lengths that matter are

$$\lambda=\sqrt{D\tau}=4.47\ \text{µm},\qquad \ell=\frac{1000\times1}{0.99\times1287}\ \text{µm}=0.785\ \text{µm}.$$

At zero field $\kappa=1/\lambda$, so $a=\lambda/(2\ell)=2.85$ and $E=e^{-1.118}=0.327$. Without absorption, $F=(4.47/2)\times0.327=0.731$ µm. The prefactor $P^2R_{sq}/W$ is 12.87 Ω/µm, and the signal is 9.41 Ω. Absorption divides it by

$$(3.85)^2-(2.85\times0.327)^2\approx13.95,$$

leaving 0.67 Ω. A free amplitude in the fit, if read as an unknown polarisation, hides this loss.

The shape changes as well. The half width at half maximum grows from 5.4 mT to 14.7 mT. In a fit without absorption, the only ways to produce a broader curve at fixed $L$ are a shorter lifetime or faster diffusion.

The synthetic data are a finite-difference solution of the channel at 101 fields from 0 to 100 mT. It agrees with the closed formula to about $10^{-5}$ of the peak. Least-squares fits without absorption, with free amplitude, give:

- $D$ held at its true value: $\tau=0.20$ ns, largest residual 6.4 % of the peak, coefficient of determination 0.996.
- $D$ also free: $\tau=0.24$ ns, $D=247\ \mathrm{cm^2/s}$, largest residual 2.5 % of the peak, coefficient of determination 0.9991.

The second fit is good by its coefficient of determination, and noise of a few per cent of the peak could hide its residual. Its lifetime is nevertheless too short by a factor of about four. Its diffusion constant is 23 % too large, a discrepancy that can be noticed if $D$ is known independently from the resistance and carrier density.

## The general statement

**In this model, for any finite $R_c$, absorption reduces the zero-field curvature of the normalised Hanle curve. If $D$ and $L$ are known, a lifetime obtained from that curvature without allowing for absorption is therefore smaller than $\tau$.**

The statement concerns the curvature at zero field. For fits to a whole curve the size of the bias depends on the field window, and here it is found numerically.

### Arrival times

Release spins at $x=0$ at time zero and, for the moment, leave out precession. Their density $p(x,t)$ obeys

$$\partial_tp=D\,\partial_x^2p-\frac p\tau-\frac D\ell\left[\delta(x)+\delta(x-L)\right]p,\qquad p(x,0)=\delta(x).$$

Diffusion with loss cannot make a density negative, so $p\ge0$. Take the Laplace transform $\hat p=\int_0^\infty p\,e^{-st}dt$:

$$-D\hat p''+\left(s+\frac1\tau\right)\hat p+\frac D\ell\left[\delta(x)+\delta(x-L)\right]\hat p=\delta(x).$$

Inserting $\hat p=F/D$ turns this into the equation for $F$, with $s$ in place of $i\omega$. Hence, with $p(t)$ now meaning the density at $x=L$,

$$\mathrm{Re}\,F=D\int_0^\infty p(t)\cos\omega t\,dt .$$

Let angle brackets denote averages with weight $p(t)$. Since $\cos\omega t=1-\omega^2t^2/2+\dots$, the normalised curve starts as

$$\frac{R_{NL}(\omega)}{R_{NL}(0)}=1-\frac{\omega^2}{2}\langle t^2\rangle+\dots$$

For finite $\tau$ the factor $e^{-t/\tau}$ in $p$ keeps the moments finite. What must be shown is that absorption lowers $\langle t^2\rangle$. I use two properties of the logarithm of a Laplace transform at $s=0$: its first derivative is $-\langle t\rangle$, and its second is the variance $\langle t^2\rangle-\langle t\rangle^2$.

### Without absorption

Let $z=s+1/\tau$, so that $\kappa=\sqrt{z/D}$. Then

$$\ln\frac{E}{2\kappa}=\text{const}-\frac12\ln z-\frac{L}{\sqrt D}z^{1/2}.$$

Differentiating and setting $z=1/\tau$, with $u=L/\lambda$,

$$\langle t\rangle_0=\frac\tau2(1+u),\qquad \mathrm{var}_0=\frac{\tau^2}{2}+\frac{\tau^2u}{4}.$$

The variance plus the squared mean is

$$\langle t^2\rangle_0=\frac{\tau^2}{4}(3+3u+u^2)=\frac14\left(3\tau^2+\frac{3L}{\sqrt D}\tau^{3/2}+\frac{L^2}{D}\tau\right).$$

At fixed $D$ and $L$ every term increases with $\tau$, and the sum runs from zero to infinity. Each measured curvature thus corresponds to one lifetime, and a smaller $\langle t^2\rangle$ to a shorter one.

### With absorption

The denominator of $F$ is a difference of squares:

$$(1+a)^2-a^2E^2=(1+f_+)(1+f_-),\qquad f_\pm=\frac{1\pm e^{-\kappa L}}{2\kappa\ell}.$$

Both functions are sums of decaying exponentials with positive weights:

$$f_-=\frac1{2\ell}\int_0^Le^{-\kappa x}dx,\qquad f_+=\frac1{2\ell}\left[\int_0^\infty e^{-\kappa x}dx+\int_L^\infty e^{-\kappa x}dx\right].$$

For $x>0$, $e^{-\kappa x}$ is itself the Laplace transform of a positive function of time,

$$\frac{x}{\sqrt{4\pi Dt^3}}\,e^{-x^2/(4Dt)-t/\tau},$$

the density of first arrival at distance $x$, reduced by spin decay. So each $f$ has the form $\int_0^\infty w(t)e^{-st}dt$ with $w>0$. Its derivatives with respect to $s$ are $f'=-\int t\,w\,e^{-st}dt<0$ and $f''=\int t^2w\,e^{-st}dt>0$. The Cauchy–Schwarz inequality gives $f'^2\le f f''$.

Each factor adds $-\ln(1+f)$ to $\ln F$. It changes the mean arrival time by minus the derivative of this term,

$$\Delta\langle t\rangle=\frac{f'}{1+f}<0,$$

and the variance by the second derivative,

$$\Delta\,\mathrm{var}=-\frac{f''}{1+f}+\frac{f'^2}{(1+f)^2}\le-\frac{f''}{1+f}+\frac{f f''}{(1+f)^2}=-\frac{f''}{(1+f)^2}<0 .$$

Absorption lowers both. The mean remains positive, so its square falls too, and with it $\langle t^2\rangle$. This proves the statement.

In the example the mean arrival time drops from 1.06 to 0.40 ns, and $\langle t^2\rangle$ from 1.90 to 0.277 ns². The curvature lifetime $\tau_c$ solves

$$\frac14\left(3\tau_c^2+3\times1.118\,\tau_c^{3/2}+1.25\,\tau_c\right)=0.277$$

with times in nanoseconds. The solution is $\tau_c=0.285$ ns. It differs from the whole-curve values because the absorbed curve does not belong to the absorption-free family: each way of fitting finds a different compromise.

The physical reason is selective loss. A spin that arrives late has had more opportunity to pass under a contact and leave. The arrival density with absorption, divided by that without, is 0.46 at 0.1 ns, 0.17 at 0.3 ns, 0.021 at 1 ns and 0.003 at 3 ns. The late arrivals that would reveal the long lifetime are largely missing.

## When the bias is small, and when it is severe

**Resistive contacts.** Since $|\kappa|\ge1/\lambda$, both $|f_\pm|$ are at most $\lambda/\ell$. Absorption is negligible when $\ell\gg\lambda$, which means

$$R_c\gg(1-P^2)\frac{R_{sq}\lambda}{W}=5.7\ \text{kΩ}$$

for the example. With all else fixed and $D$ known, the whole-curve fit without absorption returns 0.08 ns for $R_c=0.1$ kΩ (0.07 ns if the contacts are 0.2 µm wide instead of point-like), 0.20 ns for 1 kΩ, 0.69 ns for 10 kΩ and 0.96 ns for 100 kΩ. Reaching the threshold is not enough: even at 10 kΩ the lifetime is 31 % low.

**Long channels.** For $L\gg\lambda$ both $f_\pm$ tend to $1/(2\kappa\ell)$, whose value at $s=0$ is $a_0=\lambda/(2\ell)$. As this is proportional to $z^{-1/2}$, its derivative there is $-\tau a_0/2$. The two factors together shorten the mean arrival time by $\tau a_0/(1+a_0)$, which is less than $\tau$ for any $L$, whereas the mean itself grows as $\tau u/2$. To leading order $\langle t^2\rangle$ is the squared mean, so its relative loss is

$$2\times\frac{\tau a_0/(1+a_0)}{\tau u/2}=\frac4u\,\frac{a_0}{1+a_0}.$$

In the same limit $\langle t^2\rangle_0\approx L^2\tau/(4D)$ is proportional to $\tau$, and this is also the relative error of the curvature lifetime. It decays only as $\lambda/L$. At $L=40$ µm, $u=8.9$ and this leading-order estimate is 33 %. At that length it still overstates the exact error of the curvature lifetime, which is 25 %. The whole-curve fit with $D$ fixed is 27 % low there, against 80 % low at 5 µm. The remedy is costly, because the signal falls roughly as $e^{-L/\lambda}$: going from 5 to 40 µm reduces it to about $4\times10^{-4}$ of its value.

**Very long intrinsic lifetime.** Let $\tau\to\infty$ at fixed $\ell$. At zero field $\kappa\to0$, so $2\kappa(1+f_+)\to2/\ell$ and $1+f_-\to1+L/(2\ell)$. Therefore

$$F\to\frac{\ell/2}{1+L/(2\ell)}=\frac{\ell^2}{2\ell+L}.$$

The signal stays finite, at 1.21 Ω in the example, whereas without absorption it would grow without bound as $\lambda/2$. At any nonzero field $\kappa^2\to i\omega/D$, which no longer contains $\tau$. The whole curve thus approaches a limiting curve of finite width, and a fit over a fixed set of fields saturates. For true lifetimes of 1, 10, 100 and 1000 ns the fit with $D$ fixed returns 0.20, 0.27, 0.28 and 0.28 ns. Such a fit can hardly distinguish a very good channel from a moderate one.

**Perfect sinks.** For $\ell\to0$, $a\gg1$ and

$$F\to\frac{E}{2\kappa a^2(1-E^2)}=\frac{2\kappa\ell^2E}{1-E^2}=\frac{\kappa\ell^2}{\sinh\kappa L}.$$

If $\tau$ is also very long, the shape depends on $\omega L^2/D$ alone, so the width measures the diffusion time between the contacts. Over the field range used here, the fit with free $D$ then returns a lifetime of $0.095\,L^2/D$, about 0.12 ns, and a diffusion constant 1.8 times too large. This lifetime contains no information about spin relaxation in the channel.

## Recovering the intrinsic lifetime

Once $R_c$, $R_{sq}$, $W$ and $P$ are known, $\ell$ is fixed and the full formula can be fitted. Applied to the synthetic data it returns 1.00 ns, with $D$ fixed or free. Independent noise of 1 % of the peak at each point would give a standard error in $\tau$ of about 2 % with $D$ fixed and 4 % with $D$ free.

An error in the contact resistance also enters the result. If $R_c$ is taken 20 % too high, too little absorption is allowed for, and the fit with $D$ fixed returns 0.71 ns. If it is taken 20 % too low, the fit returns 2.0 ns. The correction is only as reliable as the contact resistance put into it.

## Beside a real device

The parameters are rough typical values for graphene on oxide at room temperature with leaky barriers under cobalt. The 1 ns lifetime is an assumption of the example, not a measured result. Real devices depart from the model in several ways, and each can be judged by its effect on the 0.20 ns found by the absorption-free fit with $D$ fixed:

- Contacts 0.2 µm wide instead of point-like give 0.20 ns.
- A flake that ends 5 µm beyond each contact gives 0.21 ns.
- The current also needs a return contact and the voltage a reference contact. If these lie outside the inner pair, have the same $R_c$ and $P$, and are counted only as absorbers, they give 0.20 ns at a distance of 5 µm and 0.165 ns at 2 µm. Magnetic outer contacts also inject and detect spin. With that included, the values are 0.16 and 0.12 ns if all four magnetisations are parallel, and 0.24 and 0.20 ns if the outer pair is antiparallel to the inner pair.
- Tilting of the magnetisation out of the plane, for a saturation field of roughly 1.8 T, gives 0.20 ns.
- Transverse absorption at twice the tunnel value gives 0.15 ns.

Nearby magnetic outer contacts and stronger transverse absorption are the largest of these. The first can shift the result either way, and the second increases the bias. The second also means that $R_c$ alone may not fix the absorption of transparent contacts.

Three other neglected effects are small here. At 1 µA, spins in the current-carrying part of the channel drift 0.31 µm in one lifetime, 7 % of $\lambda$. Thermal smearing at 300 K lowers the density of states by 4 %, which slightly blurs the comparison of a fitted $D$ with the Einstein relation. The spin resistance of the cobalt, about 0.04 Ω, is negligible beside 1 kΩ. Barriers that conduct mainly through a few pinholes break the assumption of uniform contacts, and that effect is not estimated here.

The numerical output below gives most of the values to more digits.

## Values computed for the example and the checks

```
Inputs: D = 200 cm2/s, tau = 1.00 ns, L = 5.0 um, W = 1.0 um
Inputs: R_c = 1000 ohm, P = 0.10, density = 2.0e+12 cm^-2
Inputs: Fermi velocity = 1.0e+06 m/s, g = 2.0, T = 300 K
Fit window: 0 to 100 mT, 101 points
Fermi energy = 0.1650 eV, mobility = 2424 cm2/Vs
Sheet resistance = 1287.2 ohm per square
Spin diffusion length = 4.472 um, absorption length = 0.7847 um
Precession rate per field = 0.17588 rad/(ns mT)
Diffusion time L^2/D = 1.250 ns
Zero-field signal: no absorption 9.410 ohm, with 0.6745 ohm
Endless-lifetime signal with absorption = 1.2066 ohm
Half width at half maximum: no absorption 5.38 mT, with 14.68 mT
Mean arrival time: no absorption 1.0590 ns, with 0.4045 ns
Mean square arrival time: no absorption 1.9010 ns2, with 0.2771 ns2
Arrival density ratio, with/without absorption, at 0.1 ns = 0.4604
Arrival density ratio, with/without absorption, at 0.3 ns = 0.1704
Arrival density ratio, with/without absorption, at 1.0 ns = 0.0209
Arrival density ratio, with/without absorption, at 3.0 ns = 0.0029
Closed form vs finite differences, largest error/peak = 1.1e-05
Lifetime from zero-field curvature, absorption ignored = 0.2847 ns
Fit ignoring absorption, D fixed: tau = 0.2028 ns
  its max residual = 6.42 % of peak, R squared = 0.99616
Fit ignoring absorption, D free: tau = 0.2390 ns, D = 246.7 cm2/s
  its max residual = 2.50 % of peak, R squared = 0.99912
Fit with absorption, D fixed: tau = 1.0000 ns
Fit with absorption, D free: tau = 1.0002 ns, D = 200.0 cm2/s
  tau error for noise of 1% of peak: D fixed 2.0 %, D free 4.4 %
Fit with absorption, D fixed, R_c taken 20% too high: tau = 0.7052 ns
R_c = 0.1 kohm: fit without absorption, D fixed 0.0795 ns, D free 0.1164 ns
R_c = 1.0 kohm: fit without absorption, D fixed 0.2028 ns, D free 0.2390 ns
R_c = 10.0 kohm: fit without absorption, D fixed 0.6895 ns, D free 0.7240 ns
R_c = 100.0 kohm: fit without absorption, D fixed 0.9575 ns, D free 0.9632 ns
L = 5 um: fit without absorption, D fixed 0.2028 ns
L = 10 um: fit without absorption, D fixed 0.3553 ns
L = 20 um: fit without absorption, D fixed 0.5548 ns
L = 40 um: fit without absorption, D fixed 0.7314 ns
True tau = 1 ns: fit without absorption, D fixed 0.2028 ns, D free 0.2390 ns
True tau = 10 ns: fit without absorption, D fixed 0.2672 ns, D free 0.3381 ns
True tau = 100 ns: fit without absorption, D fixed 0.2777 ns, D free 0.3580 ns
True tau = 1000 ns: fit without absorption, D fixed 0.2794 ns, D free 0.3621 ns
Perfect sinks, endless lifetime, D free: tau/(L^2/D) = 0.0952, D_fit/D = 1.770
Neglected effects: lifetime from the D-fixed fit without absorption
  contacts 0.2 um wide: 0.1975 ns
  flake ending 5 um beyond each contact: 0.2114 ns
  transverse absorption twice the tunnel value: 0.1489 ns
  magnetisation tilt, saturation 1.8 T: 0.2033 ns
Drift length at 1 uA = 0.312 um, over diffusion length = 0.070
Density of states at 300 K over zero-temperature value = 0.9596
Spin resistance of the ferromagnet = 0.040 ohm
```
